# The Kubo-Transformed Correlation Function: Reality, Time Symmetry and Spectral Factor: a program that tests the result

```python
"""
Kubo-transformed correlation function: reality, time reflection, spectral factor.

  C_AB(t) = Tr[exp(-beta H) A B(t)] / Z
  K_AB(t) = (1/(beta Z)) int_0^beta dlam Tr[exp(-(beta-lam)H) A exp(-lam H) B(t)]
  B(t) = exp(iHt) B exp(-iHt), Z = Tr exp(-beta H), hbar = 1, A and B Hermitian.
Result under test: K is real, K_AB(-t) = K_BA(t) (so K_AA is even), and with
the Fourier kernel exp(-i omega t) the spectra obey
  K(omega) = g(beta omega) C(omega),  g(u) = (1 - exp(-u))/u,  g(0) = 1.
The definition side uses matrix exponentials and quadrature over lam.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.constants import physical_constants as pc


def g(u):
    """Spectral factor (1 - exp(-u))/u with its limit 1 at u = 0."""
    u = np.asarray(u, dtype=float)
    safe = np.where(np.abs(u) < 1e-12, 1.0, u)
    return np.where(np.abs(u) < 1e-12, 1.0, -np.expm1(-safe) / safe)


def standard_operator(H, A, beta):
    boltz = expm(-beta * H)
    return boltz @ A / np.trace(boltz)


def kubo_operator(H, A, beta, nodes=40):
    """Average of exp(-(beta-lam)H) A exp(-lam H) over lam, divided by Z."""
    s, w = np.polynomial.legendre.leggauss(nodes)
    total = 0
    for lam, weight in zip(beta * (s + 1) / 2, w / 2):
        total = total + weight * (expm(-(beta - lam) * H) @ A @ expm(-lam * H))
    return total / np.trace(expm(-beta * H))


def correlate(weighted_A, H, B, times):
    values = []
    for t in times:
        U = expm(1j * H * t)
        values.append(np.trace(weighted_A @ U @ B @ U.conj().T))
    return np.array(values)


# ---- Part 1: five levels, complex Hamiltonian, integer energies -------------
rng = np.random.default_rng(7)


def random_complex(n):
    return rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))


def random_hermitian(n):
    M = random_complex(n)
    return (M + M.conj().T) / 2


levels5 = np.array([0.0, 1.0, 4.0, 9.0, 11.0])
Q, _ = np.linalg.qr(random_complex(5))
H5 = Q @ np.diag(levels5) @ Q.conj().T
H5 = (H5 + H5.conj().T) / 2
A5, B5 = random_hermitian(5), random_hermitian(5)
beta5 = 0.7
n_times = 32
times5 = 2 * np.pi * np.arange(n_times) / n_times
KA, KB = kubo_operator(H5, A5, beta5), kubo_operator(H5, B5, beta5)
CA, CB = standard_operator(H5, A5, beta5), standard_operator(H5, B5, beta5)
K_AB = correlate(KA, H5, B5, times5)
K_AB_minus = correlate(KA, H5, B5, -times5)
K_BA = correlate(KB, H5, A5, times5)
K_AA = correlate(KA, H5, A5, times5)
K_AA_minus = correlate(KA, H5, A5, -times5)
C_AB = correlate(CA, H5, B5, times5)
C_BA = correlate(CB, H5, A5, times5)
C_AA = correlate(CA, H5, A5, times5)

imag_K = np.max(np.abs(K_AB.imag))
imag_C = np.max(np.abs(C_AA.imag))
asymmetry = np.max(np.abs(K_AB - K_AB_minus))
assert imag_K < 1e-10 and np.max(np.abs(K_AA.imag)) < 1e-10
assert imag_C > 1e-2
assert np.allclose(K_AB_minus, K_BA, atol=1e-10)
assert np.allclose(K_AA_minus, K_AA, atol=1e-10)
assert asymmetry > 1e-2            # a cross function need not be even

# one full period: the discrete transform gives exact line weights
omega5 = np.rint(np.fft.fftfreq(n_times, 1 / n_times)).astype(int)
K_lines = np.fft.fft(K_AB) / n_times
C_lines = np.fft.fft(C_AB) / n_times
C_BA_lines = np.fft.fft(C_BA) / n_times
assert np.allclose(K_lines, g(beta5 * omega5) * C_lines, atol=1e-10)
assert np.max(np.abs(K_lines - g(-beta5 * omega5) * C_lines)) > 1e-2
gaps = sorted({int(round(a - b)) for a in levels5 for b in levels5})
ratio = {}
for k in gaps:
    ratio[k] = K_lines[k % n_times] / C_lines[k % n_times]
    assert abs(ratio[k] / g(beta5 * k) - 1) < 1e-6
    # detailed balance between the two operator orders
    assert abs(C_lines[-k % n_times]
               - np.exp(-beta5 * k) * C_BA_lines[k % n_times]) < 1e-10

# derivative relation dK_AB/dt = (i/beta) <[A, B(t)]>
h, t0 = 1e-3, 0.37
stencil = correlate(KA, H5, B5, t0 + h * np.array([-2, -1, 1, 2]))
slope = (stencil[0] - 8 * stencil[1] + 8 * stencil[2] - stencil[3]) / (12 * h)
U0 = expm(1j * H5 * t0)
B_t0 = U0 @ B5 @ U0.conj().T
rho5 = standard_operator(H5, np.eye(5), beta5)
response = 1j / beta5 * np.trace(rho5 @ (A5 @ B_t0 - B_t0 @ A5))
assert abs(slope - response) < 1e-6

# ---- Part 2: anharmonic oscillator in atomic units --------------------------
mass, omega0, cubic, quartic, T = 2000.0, 0.005, -0.015, 0.005, 600.0
kT = T * pc['kelvin-hartree relationship'][0]
beta = 1 / kT
to_cm = pc['hartree-inverse meter relationship'][0] / 100
to_fs = pc['atomic unit of time'][0] * 1e15


def oscillator(dx):
    """Sinc-function grid representation of the Hamiltonian."""
    x = np.arange(-2.0, 2.6 + dx / 2, dx)
    d = np.subtract.outer(np.arange(len(x)), np.arange(len(x)))
    off = 2.0 / np.where(d == 0, 1, d) ** 2
    kin = np.where(d == 0, np.pi**2 / 3, off) * (-1.0) ** np.abs(d)
    V = 0.5 * mass * omega0**2 * x**2 + cubic * x**3 + quartic * x**4
    return x, V, kin / (2 * mass * dx**2) + np.diag(V)


def thermal_mean_x(H, x):
    e, v = eigh(H)
    p = np.exp(-beta * (e - e[0]))
    return float((p / p.sum()) @ ((v**2).T @ x))


x, V, H = oscillator(0.05)
E, vec = eigh(H)
E_fine = eigh(oscillator(0.04)[2], eigvals_only=True)
assert np.max(np.abs(E[:8] - E_fine[:8])) < 1e-9
mean_x = thermal_mean_x(H, x)
X = np.diag(x - mean_x)
P = 1j * mass * (H @ X - X @ H)       # momentum = mass times velocity
K_op, C_op = kubo_operator(H, X, beta), standard_operator(H, X, beta)
times = np.array([0.0, 300.0, -300.0, 600.0, -600.0])
Kxx = correlate(K_op, H, X, times)
Cxx = correlate(C_op, H, X, times)
Kxp = correlate(K_op, H, P, times)
Kxx2 = correlate(K_op, H, X @ X, times)
assert np.max(np.abs(Kxx.imag)) < 1e-9 and np.max(np.abs(Kxp.imag)) < 1e-7
for i in (1, 3):
    assert abs(Kxx[i] - Kxx[i + 1]) < 1e-9          # autocorrelation: even
    assert abs(Kxx2[i] - Kxx2[i + 1]) < 1e-9        # equal signatures: even
    assert abs(Kxp[i] + Kxp[i + 1]) < 1e-7          # opposite signatures: odd
assert abs(Kxp[1]) > 1e-3
assert abs(Cxx[1].imag) > 1e-3

# line sums from the energy basis against the definition
n_states = 25
e = E[:n_states]
v = vec[:, :n_states]
pop = np.exp(-beta * (E - E[0]))
pop = (pop / pop.sum())[:n_states]
x_mn = v.T @ X @ v
freq = e[None, :] - e[:, None]        # E_n - E_m, row m is the initial state
C_weight = pop[:, None] * x_mn**2
K_weight = (v.T @ K_op @ v) * x_mn    # from quadrature over lam
for i, t in enumerate(times):
    phase = np.exp(1j * freq * t)
    assert abs(np.sum(C_weight * phase) - Cxx[i]) < 1e-9
    assert abs(np.sum(C_weight * g(beta * freq) * phase) - Kxx[i]) < 1e-9
transitions = [(0, 1), (1, 0), (1, 2), (2, 1), (0, 2), (2, 0)]
for m, n in transitions:
    assert abs(K_weight[m, n] / C_weight[m, n] / g(beta * freq[m, n]) - 1) < 1e-6

# static response to a force f entering as H - f x
f = 1e-5
chi = (thermal_mean_x(H - f * np.diag(x), x)
       - thermal_mean_x(H + f * np.diag(x), x)) / (2 * f)
assert abs(chi / (beta * Kxx[0].real) - 1) < 1e-4

classical = np.exp(-beta * V)
classical /= classical.sum()
var_cl = classical @ x**2 - (classical @ x) ** 2
assert abs(Kxx[0].real - var_cl) < abs(Cxx[0].real - var_cl)

# ---- Output -----------------------------------------------------------------
print("FIVE-LEVEL MODEL (hbar = 1, dimensionless)")
print("levels:", levels5, " beta:", beta5)
print(f"largest |Im K_AB|: {imag_K:.1e}")
print(f"largest |Im C_AA|: {imag_C:.4f}")
print(f"largest |K_AB(t)-K_AB(-t)|: {asymmetry:.4f}")
for k in (-4, -1, 0, 1, 4):
    print(f"omega {k:+d}: K/C from transform {ratio[k].real:.6f},"
          f" g {float(g(beta5 * k)):.6f}")
print("OSCILLATOR (atomic units unless stated)")
print(f"mass {mass:.0f}, omega0 {omega0}, cubic {cubic}, quartic {quartic}")
print(f"T {T:.0f} K, kT {kT:.6f} Eh, beta {beta:.3f} 1/Eh")
for n in range(3):
    print(f"E{n} {E[n]:.7f} Eh, population {pop[n]:.5f}")
print(f"gap E1-E0 {freq[0, 1]:.7f} Eh = {freq[0, 1] * to_cm:.1f} cm^-1")
print(f"beta*(E1-E0) {beta * freq[0, 1]:.4f}")
print(f"mean x {mean_x:.5f} a0")
print("Lines m->n: omega (Eh/hbar), C weight, K weight (a0^2), K/C")
for m, n in transitions:
    print(f"{m}->{n}: {freq[m, n]:+.6f}  {C_weight[m, n]:.4e}"
          f"  {K_weight[m, n]:.4e}  {K_weight[m, n] / C_weight[m, n]:.5f}")
print(f"zero-frequency weight, C and K: {np.trace(C_weight):.4e},"
      f" {np.trace(K_weight):.4e} a0^2")
print("t (hbar/Eh): Re C, Im C, K for delta x (a0^2)")
for i, t in enumerate(times):
    print(f"{t:+.0f}: {Cxx[i].real:+.6f} {Cxx[i].imag:+.6f} {Kxx[i].real:+.6f}")
print(f"300 hbar/Eh = {300 * to_fs:.3f} fs")
print(f"K_xp(+300) {Kxp[1].real:+.5f} hbar, K_xp(-300) {Kxp[2].real:+.5f} hbar")
print(f"static response d<x>/df {chi:.4f} a0^2/Eh")
print(f"beta*K(0) {beta * Kxx[0].real:.4f} a0^2/Eh")
print(f"classical variance of x {var_cl:.6f} a0^2")
print("OK")
```

Output:

```
FIVE-LEVEL MODEL (hbar = 1, dimensionless)
levels: [ 0.  1.  4.  9. 11.]  beta: 0.7
largest |Im K_AB|: 3.1e-16
largest |Im C_AA|: 1.6153
largest |K_AB(t)-K_AB(-t)|: 0.8718
omega -4: K/C from transform 5.515945, g 5.515945
omega -1: K/C from transform 1.448218, g 1.448218
omega +0: K/C from transform 1.000000, g 1.000000
omega +1: K/C from transform 0.719164, g 0.719164
omega +4: K/C from transform 0.335425, g 0.335425
OSCILLATOR (atomic units unless stated)
mass 2000, omega0 0.005, cubic -0.015, quartic 0.005
T 600 K, kT 0.001900 Eh, beta 526.292 1/Eh
E0 0.0024782 Eh, population 0.92117
E1 0.0073156 Eh, population 0.07222
E2 0.0120312 Eh, population 0.00604
gap E1-E0 0.0048374 Eh = 1061.7 cm^-1
beta*(E1-E0) 2.5459
mean x 0.05207 a0
Lines m->n: omega (Eh/hbar), C weight, K weight (a0^2), K/C
0->1: +0.004837  4.6819e-02  1.6948e-02  0.36200
1->0: -0.004837  3.6708e-03  1.6948e-02  4.61702
1->2: +0.004716  7.4270e-03  2.7425e-03  0.36925
2->1: -0.004716  6.2086e-04  2.7425e-03  4.41721
0->2: +0.009553  3.8441e-04  7.5957e-05  0.19760
2->0: -0.009553  2.5195e-06  7.5957e-05  30.14814
zero-frequency weight, C and K: 7.1401e-04, 7.1401e-04 a0^2
t (hbar/Eh): Re C, Im C, K for delta x (a0^2)
+0: +0.060894 +0.000000 +0.041078
+300: +0.007725 +0.050637 +0.005567
-300: +0.007725 -0.050637 +0.005567
+600: -0.056679 +0.012399 -0.038021
-600: -0.056679 -0.012399 -0.038021
300 hbar/Eh = 7.257 fs
K_xp(+300) -0.38486 hbar, K_xp(-300) +0.38486 hbar
static response d<x>/df 21.6190 a0^2/Eh
beta*K(0) 21.6190 a0^2/Eh
classical variance of x 0.040871 a0^2
OK
```
